# Polarizability of a Charged Harmonic Oscillator in a Uniform Field, part 2

A particle of mass $m$ and charge $q$ (sign included) moves along the $x$ axis, bound to the origin by a spring of constant $K=m\omega^2$. A fixed charge $-q$ at the origin makes the system neutral, so the dipole operator is $qx$. In a uniform static field $E$ along $x$, with momentum operator $p$, the Hamiltonian is

$$H=\frac{p^2}{2m}+\frac12 m\omega^2x^2-qEx. \tag{1}$$

Energies are denoted by $W$. For a normalized eigenstate,

$$\frac{dW}{dE}=-q\langle x\rangle. \tag{3}$$

This follows from $dW/dE=\langle\partial H/\partial E\rangle$, and the same argument holds for any other parameter in $H$.

Completing the square in equation (1) shows that the field moves every stationary state rigidly by $x_0=qE/(m\omega^2)$ and lowers its energy by $\tfrac12\alpha E^2$. The induced dipole is $\alpha E$, with the polarizability $\alpha=q^2/(m\omega^2)$ the same for all levels $n=0,1,2,\dots$ One might have expected the wider charge cloud of an excited state to be easier to displace.

The field-free energies are $\hbar\omega(n+\tfrac12)$. With $y=x-x_0$ and the length $a=\sqrt{\hbar/(m\omega)}$, the oscillator states $|n\rangle$ satisfy

$$y|n\rangle=\frac a{\sqrt2}\left(\sqrt n\,|n-1\rangle+\sqrt{n+1}\,|n+1\rangle\right). \tag{11}$$

Hence $\langle y\rangle=0$ and $\langle y^2\rangle=a^2(n+\tfrac12)$. At zero field $y$ and $x$ coincide, so equation (11) then gives the action of $x$ itself.

The numerical example is an electron, $q=-e$, with $\hbar\omega=10$ eV. Its polarizability volume, $\alpha/(4\pi\varepsilon_0)$ with $\varepsilon_0$ the electric constant, is 1.097 Å³. In a field of 20 V/nm, $x_0=-15.24$ pm. Grid values come from diagonalizing the Hamiltonian on a grid of positions.

### How the excited states cancel

For a molecule no square can be completed, but the polarizability can be calculated from the field-free states. The same calculation for the oscillator shows what happens to the larger spread of the excited states.

Let $H_0$ be the field-free Hamiltonian, with energies $W_n$ and states $|n\rangle$. Write the state in a weak field as $|n\rangle+E|\chi\rangle$ and keep terms of first order in $E$. The first-order energy is $-qE\langle n|x|n\rangle=0$. The terms proportional to $E$ in $(H_0-qEx)\psi=W\psi$ then give

$$(H_0-W_n)|\chi\rangle=qx|n\rangle. \tag{16}$$

By equation (11), the right side contains the two neighbouring states. On $|n+1\rangle$ the operator $H_0-W_n$ gives the factor $+\hbar\omega$, and on $|n-1\rangle$ the factor $-\hbar\omega$. Dividing each component by its factor yields

$$|\chi\rangle=\frac{qa}{\sqrt2\,\hbar\omega}\left(\sqrt{n+1}\,|n+1\rangle-\sqrt n\,|n-1\rangle\right). \tag{17}$$

A multiple of $|n\rangle$ could be added without violating equation (16). Its real part is excluded by the norm, and its imaginary part merely changes the phase of the state.

To first order, the dipole is $q$ times the two cross terms between $|n\rangle$ and $E|\chi\rangle$, that is, $2qE\langle n|x|\chi\rangle$. Taking the matrix elements from equation (11) gives

$$q\langle x\rangle=2qE\,\frac a{\sqrt2}\,\frac{qa}{\sqrt2\,\hbar\omega}\big[(n+1)-n\big]=\frac{q^2a^2}{\hbar\omega}\big[(n+1)-n\big]E. \tag{18}$$

Since $a^2/(\hbar\omega)=1/(m\omega^2)$, the factor before the bracket is $\alpha$. The level above contributes $(n+1)\alpha$ and the level below contributes $-n\alpha$.

For the electron with $\hbar\omega=10$ eV, the matrix elements of $x$ between the grid eigenstates give these contributions to the polarizability volume:

| $n$ | from above (Å³) | from below (Å³) | total (Å³) |
|---|---|---|---|
| 0 | 1.097 | 0.000 | 1.097 |
| 1 | 2.194 | −1.097 | 1.097 |
| 2 | 3.292 | −2.194 | 1.097 |
| 3 | 4.389 | −3.292 | 1.097 |

An excited state is indeed coupled more strongly to its neighbours, and both contributions grow with $n$. They have opposite signs because the energy denominators do. Mixing with the upper neighbour moves the charge along the electric force, and mixing with the lower neighbour moves it the other way. The difference does not grow.

A more general relation stands behind this cancellation. For a Hamiltonian $H_0=p^2/2m+V(x)$ with any potential $V$, the commutators are

$$[H_0,x]=-\frac{i\hbar p}m,\qquad[x,[H_0,x]]=-\frac{i\hbar}m[x,p]=\frac{\hbar^2}m.$$

Written out, the double commutator is $2xH_0x-x^2H_0-H_0x^2$. Take its mean in state $n$ and insert a complete set of states $k$ between the factors of $x$. With $x_{kn}=\langle k|x|n\rangle$, this gives

$$\sum_k(W_k-W_n)|x_{kn}|^2=\frac{\hbar^2}{2m}. \tag{19}$$

The right side is the same for every state in every such potential. The polarizability, however, contains the energy difference in the denominator. Projecting equation (16) on a state $k\ne n$ gives the component $qx_{kn}/(W_k-W_n)$ of $|\chi\rangle$, and hence, for non-degenerate levels,

$$\alpha_n=2q^2\sum_{k\ne n}\frac{|x_{kn}|^2}{W_k-W_n}=2q^2\sum_{k\ne n}\frac{(W_k-W_n)|x_{kn}|^2}{(W_k-W_n)^2}. \tag{20}$$

In the oscillator, every term that contributes has $(W_k-W_n)^2=(\hbar\omega)^2$. This factor can be taken out of the sum, and equation (19) does the rest: $\alpha_n=2q^2(\hbar^2/2m)/(\hbar\omega)^2=q^2/(m\omega^2)$. In other potentials the squared energy differences generally vary from term to term, and the sum need not be the same for all states.

### States that are not stationary

A superposition of levels may have a moving dipole before any field is applied. Its total dipole is then not $\alpha E$, and the statement that all states share one polarizability must refer to the change caused by the field.

For an operator $A$ without explicit time dependence, the Schrödinger equation gives $d\langle A\rangle/dt=(i/\hbar)\langle[H,A]\rangle$. With the Hamiltonian of equation (1), the two commutators needed are $[H,x]=-i\hbar p/m$ and $[H,p]=i\hbar(m\omega^2x-qE)$. Therefore

$$\frac{d\langle x\rangle}{dt}=\frac{\langle p\rangle}m,\qquad\frac{d\langle p\rangle}{dt}=-m\omega^2\langle x\rangle+qE. \tag{21}$$

Because the force is linear in $x$, its mean depends on the state through $\langle x\rangle$ alone. The two equations are closed, and the shape of the wave packet does not enter.

Let the field be switched on suddenly at $t=0$ and then held constant. Compare the motion with that of the same initial state without the field, and call the difference of the mean positions $u(t)$. Subtracting the two sets of equations removes everything but the field term:

$$\frac{d^2u}{dt^2}=-\omega^2u+\frac{qE}m=-\omega^2(u-x_0). \tag{22}$$

The state itself does not jump at $t=0$, so both $u$ and $du/dt$ vanish there. The quantity $u-x_0$ oscillates freely. It starts from $-x_0$ with zero velocity, so it equals $-x_0\cos\omega t$, and

$$u(t)=x_0(1-\cos\omega t). \tag{23}$$

This holds for any initial state whose mean position and momentum are finite. The average of the cosine over one period is zero, so the average of $u$ is $x_0$, and the average induced dipole is $qx_0=\alpha E$.

As an example, let the electron start in the state $(|0\rangle+|1\rangle)/\sqrt2$. Its mean position is the matrix element $\langle0|x|1\rangle=a/\sqrt2=61.7$ pm. Without a field, it has moved to $-61.7$ pm after half of the period of 0.414 fs. If a field of 20 V/nm is switched on at the start, the additional displacement at that moment is $2x_0=-30.5$ pm, so the mean position is $-61.7-30.5=-92.2$ pm. Averaged over the period, the additional displacement is $-15.2$ pm, the same as for a stationary state in that field.

The model contains no friction, so the oscillation in equation (23) does not die out. It can be kept small by raising the field slowly. For a field $E(t)$ that starts from zero at $t=0$, the induced displacement is

$$u(t)=\frac q{m\omega}\int_0^tE(t')\sin\omega(t-t')\,dt'. \tag{24}$$

To verify this, differentiate twice. The first derivative replaces the sine by $\omega\cos\omega(t-t')$; the boundary term vanishes because $\sin0=0$. The second derivative gives $-\omega^2u$ from the integral and $qE(t)/m$ from the boundary, as the equation of motion demands. Integration by parts then separates the part that follows the field:

$$u(t)=\frac q{m\omega^2}\left[E(t)-\int_0^t\frac{dE}{dt'}\cos\omega(t-t')\,dt'\right]. \tag{25}$$

Let the field rise linearly to the value $E$ during a time $T$ and stay constant afterwards. For $t>T$, the integral in equation (25) is $(E/\omega T)[\sin\omega t-\sin\omega(t-T)]$. Its size is at most $2E/(\omega T)$. The remaining oscillation is thus at most a fraction $2/(\omega T)$ of $x_0$. For a rise that lasts many periods, the induced displacement settles close to $x_0$, whatever the initial state.

Thermal equilibrium needs no separate treatment. The field lowers all levels by the same amount, so the ratios of their Boltzmann factors do not change. Each level has the dipole $\alpha E$, and so has their weighted mean. In this model the polarizability does not depend on temperature.

### A force that is not harmonic

The common polarizability rests on the constant curvature of the parabola. To see what happens when the curvature varies, add the energy $\lambda x^4$ with a small positive $\lambda$. This term makes the well steeper at large distances.

The argument that led to equation (3) applies to $\lambda$ as well as to $E$. It gives $dW_n/d\lambda=\langle x^4\rangle$. To first order in $\lambda$, the mean may be taken in the displaced oscillator states, where $x=x_0+y$:

$$\langle(x_0+y)^4\rangle=x_0^4+4x_0^3\langle y\rangle+6x_0^2\langle y^2\rangle+4x_0\langle y^3\rangle+\langle y^4\rangle.$$

Each factor of $y$ changes the level number by one, up or down. An odd number of such steps cannot return to the starting level, so the means of $y$ and $y^3$ vanish. Using $\langle y^2\rangle=a^2(n+\tfrac12)$, one finds

$$W_n(E)=\hbar\omega\left(n+\frac12\right)-\frac12\alpha E^2+\lambda\left[x_0^4+6x_0^2a^2\left(n+\frac12\right)+\langle y^4\rangle\right]. \tag{26}$$

The polarizability $\alpha_n$ is found from the terms proportional to $E^2$, whose sum must be $-\tfrac12\alpha_nE^2$. The mean of $y^4$ does not depend on the field, and $x_0^4$ is of fourth order in it. With $x_0=\alpha E/q$,

$$-\frac12\alpha_n=-\frac12\alpha+6\lambda a^2\left(n+\frac12\right)\frac{\alpha^2}{q^2}.$$

Multiply by $-2/\alpha$ and use $\alpha/q^2=1/(m\omega^2)=a^2/(\hbar\omega)$. The strength of the quartic term then appears as a pure number $g$:

$$\frac{\alpha_n}\alpha=1-12g\left(n+\frac12\right),\qquad g=\frac{\lambda a^4}{\hbar\omega}. \tag{27}$$

The polarizability now falls as $n$ rises. The correction has a direct meaning. The curvature of $\lambda x^4$ is $12\lambda x^2$, and its mean in level $n$ is $12\lambda a^2(n+\tfrac12)$. Divided by the spring constant $m\omega^2$, this is the relative reduction in equation (27). To first order, the particle responds as if its spring had been stiffened by the mean extra curvature. In this well a wide state has more of its probability far from the centre, where the curvature is larger, and is therefore harder to polarize. A well that becomes softer outwards, as the binding in real atoms does, reverses the trend. In hydrogen, the 2p state with $m=\pm1$ about the field axis is 2.45 times as wide along the field as the 1s state, and its polarizability volume is 156 instead of 4.5 cubic Bohr radii. The expectation raised at the start is therefore right for atoms; it fails for the oscillator because of the constant curvature.

For $g=0.001$, the ratio was also computed by diagonalizing the full Hamiltonian on the grid and taking the difference of the dipoles in fields of $+1$ and $-1$ V/nm:

| $n$ | $\alpha_n/\alpha$, grid | $\alpha_n/\alpha$, equation (27) |
|---|---|---|
| 0 | 0.994 | 0.994 |
| 1 | 0.982 | 0.982 |
| 2 | 0.971 | 0.970 |
| 3 | 0.960 | 0.958 |

For $n=3$, the first-order formula gives a reduction of 0.0420, while the grid gives 0.0402. The formula thus overestimates the reduction by 0.0018, which is between 4 and 5 per cent of the grid value. Equation (27) omits terms of second and higher order in $g$, and the table shows that they matter more for the higher levels.

The quartic term also ends the strict proportionality between dipole and field. By equation (3), the term $\lambda x_0^4$ in equation (26) adds $-4\lambda x_0^3\alpha/q$ to the dipole, which grows as the cube of the field. This coefficient is again of first order in $\lambda$, and its corrections grow with $n$ as those of equation (27) do.

### What the model says about dielectrics

In a dilute material with $N$ polarizable units per volume, each unit feels nearly the applied field. The dipole per volume is then $N\alpha E$. The relative permittivity $\varepsilon_r$ is defined by $\varepsilon_0\varepsilon_rE=\varepsilon_0E+N\alpha E$, so that

$$\varepsilon_r=1+\frac{N\alpha}{\varepsilon_0}. \tag{28}$$

If the capacitance between the wires of a circuit is to be kept small, the insulator between them should have a small permittivity, because the capacitance is proportional to it when the material fills the space. Equation (28) offers two ways to lower it: fewer units per volume, as in a porous material, or a smaller polarizability of each unit. Since $\alpha=q^2/K$, the second way calls for charge that is stiffly bound. At fixed charge and mass, doubling $\omega$ makes the spring constant four times as large and reduces the polarizability to a quarter.

In a dense material, equation (28) is not sufficient, because the dipoles of the neighbours change the field at each unit. Solid insulators, porous ones with $\varepsilon_r$ of 2 to 3 included, are dense in this sense: for polarizable units on a cubic lattice with $N\alpha/\varepsilon_0=1$, the permittivity is 2.5 where equation (28) gives 2.0. For such materials the equation shows the direction of the two changes but not their size. The oscillator also leaves out permanent dipoles, which can turn towards the field, and the displacement of nuclei. It replaces the many electrons of a molecule by one charge on one spring. Nor can it describe ionization: its parabola rises faster than $-qEx$ can fall, whereas an electron in a well of finite depth can escape through the barrier that a static field leaves. The value of 1.097 Å³ therefore belongs to the chosen spring and is not a prediction for a particular dielectric.
